# How on-site repulsion suppresses surface-dimer buckling

## What goes wrong without the result

Two neighbouring dangling bonds on a surface can lower their energy by buckling: one atom rises, the other sinks, and electrons move to the raised atom. Leave out the repulsion between electrons on the same atom, and for the parameters used below the flat dimer is unstable at any elastic stiffness under 1125 eV/nm². With repulsion, the limit of stability drops to 293 eV/nm².

A second error is then close at hand. That lower number says when the flat dimer gives way to a *small* distortion. At a stiffness of 340 eV/nm² the flat shape survives every small distortion, yet a strongly buckled shape lies 78 meV lower. As derived below, stability against small distortions fixes the buckling threshold only for weak repulsion. These notes separate the contributions that set the two thresholds, and weigh them.

## The model

Each atom carries one dangling-bond orbital, and the pair holds two electrons. Let $x$ be the height difference of the atoms, treated as a classical coordinate. The Hamiltonian is

$$H=-t\sum_\sigma(c_{1\sigma}^\dagger c_{2\sigma}+\text{h.c.})+U\sum_i n_{i\uparrow}n_{i\downarrow}-\lambda x(n_1-n_2)+\tfrac12Kx^2 .$$

Here $t>0$ is the hopping, $U\ge0$ the on-site repulsion and $\lambda$ the shift of each orbital energy per unit height. $K$ is the stiffness that the dimer would have without its dangling-bond electrons. I write $\Delta=\lambda x$ for the bias. Reversing $x$ exchanges the atoms, so $x\ge0$ suffices.

There are three singlet states: the covalent state $|C\rangle$, with one electron on each atom, and the ionic combinations $|\pm\rangle=(|20\rangle\pm|02\rangle)/\sqrt2$.

- Hopping turns either ionic configuration into $\sqrt2\,|C\rangle$. The two amplitudes add in $|+\rangle$ and cancel in $|-\rangle$, so $\langle C|H|+\rangle=-2t$ and $\langle C|H|-\rangle=0$.
- The operator $n_1-n_2$ is $+2$ on $|20\rangle$, $-2$ on $|02\rangle$ and zero on $|C\rangle$. It therefore turns $|+\rangle$ into $2|-\rangle$.

In the order $C,+,-$, the electronic matrix is

$$\begin{pmatrix}0&-2t&0\\-2t&U&-2\Delta\\0&-2\Delta&U\end{pmatrix}.$$

The triplets have one electron per atom and no hopping energy, so they stay at zero. The upper left block has determinant $-4t^2<0$, hence a negative eigenvalue, and the lowest eigenvalue of the full matrix cannot lie above it. The ground state is a singlet at every bias.

## First contribution: fewer ionic configurations

At $\Delta=0$ the state $|-\rangle$ decouples, and the other two obey $E^2-UE-4t^2=0$. With $R=\sqrt{U^2+16t^2}$, the roots are $-e_0$ and $+e_1$, where

$$e_0=\frac{R-U}2,\qquad e_1=\frac{R+U}2,$$

$$e_1-e_0=U,\qquad e_0+e_1=R,\qquad e_0e_1=4t^2 .$$

Let the ground state be $a|C\rangle+b|+\rangle$. The first row of the matrix gives $-2tb=-e_0a$, so $b/a=e_0/(2t)$. The ionic weight is

$$w=\frac{b^2}{a^2+b^2}=\frac{e_0^2}{4t^2+e_0^2}=\frac{e_0^2}{e_0e_1+e_0^2}=\frac{e_0}{R}=\frac{R-U}{2R}.$$

This weight matters because the bias acts on ionic configurations alone; the covalent state has no charge difference for it to act on. At $U=0$, $w=1/2$. For $U\gg t$, $R\simeq U+8t^2/U$ and $w\simeq4t^2/U^2$.

## Second contribution: a costlier excitation

The bias mixes $|-\rangle$, of energy $U$, into the ground state, of energy $-e_0$. The excitation costs $U+e_0=e_1$. At $U=0$ this is $2t$; for $U\gg t$ it approaches $U$.

The squared matrix element is $(2\Delta)^2w$, so second-order perturbation theory lowers the energy by $4\Delta^2w/e_1$. To second order in $x$, the total energy relative to the flat dimer is

$$W(x)=\left(\frac K2-\frac{4\lambda^2w}{e_1}\right)x^2 .$$

The bracket vanishes at

$$K_s=\frac{8\lambda^2w}{e_1}=8\lambda^2\,\frac{R-U}{2R}\,\frac{2}{R+U}=\frac{8\lambda^2(R-U)}{R(R+U)} .$$

The link with charge transfer is direct. Let $q=\langle n_1-n_2\rangle$ be the difference in electron number between the atoms, which is twice the number of electrons transferred. Then $q=-dE/d\Delta$, because $\Delta$ multiplies $-(n_1-n_2)$ in $H$. At small bias $q=\chi\Delta$ with $\chi=8w/e_1$, so $K_s=\lambda^2\chi$. The electrons soften the dimer in proportion to how readily charge moves.

Since $dR/dU=U/R<1$, raising $U$ at fixed $t$ and $\lambda$ lowers $R-U$ and raises both $R$ and $R+U$. Thus $K_s$ falls steadily, from $2\lambda^2/t$ at $U=0$ to

$$K_s\simeq8\lambda^2\,\frac{4t^2}{U^2}\,\frac1U=\frac{32\lambda^2t^2}{U^3}\qquad(U\gg t).$$

Two of the three powers of $U$ come from the ionic weight, one from the excitation energy.

## Third contribution: large bias undoes the freezing

The freezing of charge was derived for small bias. A large bias can pay the repulsion energy and put both electrons on one atom, so the whole energy curve is needed.

Write the ground energy as $-e$. Setting the determinant of the matrix minus its eigenvalue to zero gives

$$e\left[(U+e)^2-4\Delta^2\right]-4t^2(U+e)=0 .$$

Solve for the bias rather than for the energy:

$$4\Delta^2=(U+e)^2-4t^2-\frac{4t^2U}{e}=\frac{(U+e)(e^2+Ue-4t^2)}{e}.$$

The middle form increases with $e$ for all $e>0$, so each bias has one positive $e$, which belongs to the ground state. From the relations among $e_0$, $e_1$ and $U$, the quadratic factorizes:

$$4\Delta^2=\frac{(U+e)(e-e_0)(e+e_1)}{e}.$$

A buckled shape beats the flat one when the electronic gain $e-e_0$ exceeds the elastic cost $K\Delta^2/(2\lambda^2)$, that is, when

$$K<\frac{2\lambda^2(e-e_0)}{\Delta^2}=\frac{8\lambda^2e}{(U+e)(e+e_1)}=\frac{8\lambda^2}{e+Ue_1/e+U+e_1}.$$

The factor $e-e_0$ has cancelled. The threshold is the largest value of the right-hand side for $e\ge e_0$. Its denominator falls until $e=\sqrt{Ue_1}$ and rises afterwards, which leaves two cases.

**Weak repulsion, $\sqrt{Ue_1}\le e_0$.** The maximum lies at the edge $e=e_0$, at vanishing distortion. Using $U+e_0=e_1$, it equals $8\lambda^2e_0/(e_1R)=K_s$. Buckling sets in continuously, and $K_s$ is the true threshold.

**Stronger repulsion, $\sqrt{Ue_1}>e_0$.** The maximum lies at finite distortion, where the denominator is $U+e_1+2\sqrt{Ue_1}$:

$$K_b=\frac{8\lambda^2}{(\sqrt U+\sqrt{e_1})^2}>K_s .$$

The dimer buckles by a jump. As $e_1$ grows with $U$, $K_b$ also falls: repulsion still suppresses buckling, but less than $K_s$ suggests.

The cases meet at $Ue_1=e_0^2$. Put $e_0=rU$, so that $e_1=(r+1)U$. Then $r^2=r+1$, and $r$ is the golden ratio $\varphi=(1+\sqrt5)/2$. From $4t^2=e_0e_1=\varphi\cdot\varphi^2U^2$ follows

$$U=2\varphi^{-3/2}\,t\approx0.97\,t .$$

At this point the quartic term of the electronic energy changes sign. A separate fourth-order perturbation sum, searched for its zero, gave $U/t=0.9717$, in agreement.

### Why the onset becomes a jump

Differentiate the relation between $\Delta$ and $e$:

$$8\Delta\,d\Delta=\left[2(U+e)+\frac{4t^2U}{e^2}\right]de .$$

Since $q=de/d\Delta$, this gives

$$\frac q\Delta=\frac4{G(e)},\qquad G(e)=U+e+\frac{2t^2U}{e^2}.$$

The derivative $G'=1-4t^2U/e^3$ is negative for $e<e_s=(4t^2U)^{1/3}$. Such a range exists above $e_0$ if $4t^2U>e_0^3$. With $4t^2=e_0e_1$ this reads $Ue_1>e_0^2$, the condition for a jump. Beyond the boundary, therefore, charge per unit bias first *rises* as the dimer buckles: the distortion loosens the charge that drives it.

The force balance $Kx=\lambda q$ gives the buckled stationary shapes, $G(e)=4\lambda^2/K$. Because $d\Delta^2/de=G/2$, the energy obeys $dW/de=-1+KG/(4\lambda^2)$. For $K$ slightly above $K_s$, $W$ first rises to a barrier at the smaller root and then falls to a minimum at the larger one. The roots merge at $e_s$, where $2t^2U/e_s^2=e_s/2$, so the buckled minimum disappears above

$$K_u=\frac{4\lambda^2}{U+\tfrac32e_s}.$$

### The strong-repulsion limit

For $U\gg t$, $e_1\to U$ and $K_b\to2\lambda^2/U$. A direct argument agrees. Moving a whole electron across costs $U$ and gains $2\lambda x$, so the energy is $U-2\lambda x+Kx^2/2$. Its minimum, at $x=2\lambda/K$, is $U-2\lambda^2/K$. The flat dimer is near zero, so buckling wins for $K<2\lambda^2/U$. The ratio $K_b/K_s$ grows as $U^2/(16t^2)$ to leading order.

Diagonalizing the two-electron Hamiltonian and searching over the bias gives, in units of $\lambda^2/t$:

| $U/t$ | local limit | true threshold |
|---|---|---|
| 0 | 2.000 | 2.000 |
| 0.5 | 1.547 | 1.547 |
| 2.5 | 0.521 | 0.660 |
| 5 | 0.154 | 0.374 |
| 10 | 0.028 | 0.196 |

The formulas reproduce these values. At $U/t=5$, for instance, $R=6.403$ and $e_1=5.702$ in units of $t$, giving $K_s=0.154$ and $K_b=8/(2.236+2.388)^2=0.374$.

## Weighing the contributions in an example

Take $t=0.4$ eV, $U=1.0$ eV and $\lambda=15$ eV/nm, illustrative values chosen with a Si(001) surface dimer in mind, but not fitted to one. The stiffness $K=340$ eV/nm² (54.5 N/m) is chosen to fall between the two thresholds.

First, $R=\sqrt{1.0+16\times0.16}=1.887$ eV, so $e_0=0.443$ eV and $e_1=1.443$ eV. Relative to $U=0$, at fixed $t$ and $\lambda$:

- the ionic weight falls from 0.5 to 0.235, a factor 0.47;
- the excitation energy rises from 0.8 to 1.443 eV, a factor 0.55 in the response.

Their product, 0.26, takes the threshold from 1125 to $K_s=293$ eV/nm². The two contributions have similar weight here, with the loss of ionic configurations somewhat stronger.

Since $\sqrt{Ue_1}=1.20$ eV exceeds $e_0$, the onset is a jump, at

$$K_b=\frac{8\times225}{(1+1.201)^2}\approx371\ \text{eV/nm}^2\quad(59.5\ \text{N/m}).$$

Large bias thus raises the threshold by about 27% over $K_s$. The buckled minimum survives up to $K_u=393$ eV/nm².

At $K=340$ eV/nm² the stationary condition is $G=900/340=2.647$ eV, with roots $e=0.537$ and $1.506$ eV. The first is a barrier of 6.6 meV at $x=0.024$ nm. The second is the buckled minimum at $x=0.076$ nm. There the electrons gain $1.506-0.443=1.063$ eV and the lattice pays 0.985 eV. The net gain, 78 meV, is a small difference of large terms, and so is sensitive to anything left out.

The charge difference at the minimum is 1.73 electrons, out of a possible 2. At a tenth of that bias it is 0.151, less than the 0.173 that proportionality would give. This is the loosening of charge derived above.

## Weighing what the model leaves out

**Intersite repulsion.** A term $Vn_1n_2$ adds $V$ to the covalent state and to the triplets, and nothing to the ionic states. Apart from a constant, it replaces $U$ by $U-V$, so the $U$ of the example must be read as this difference. A screened point-charge estimate (distance 0.23 nm, dielectric constant 6.4) gives $V\approx1.0$ eV. This is only an order of magnitude, since a continuum dielectric constant is doubtful at the length of one bond. Forgetting it would mean using $U\approx2$ eV, or $U/t\approx5$. The true threshold would drop to $0.374\times225/0.4\approx210$ eV/nm², and the dimer at 340 eV/nm² would wrongly be called flat.

**Weaker hopping in the buckled shape.** If $t$ falls as $1/(1+x^2/d^2)$ with $d=0.23$ nm, an assumed form, the net gain shrinks from 78 to 39 meV.

**Neighbouring dimers.** Place charges $\pm q/2$ on the atoms, with $q$ held at its isolated-dimer value, and let the next dimer, 0.38 nm along the row, buckle the opposite way. The attraction is about 0.13 eV per dimer, more than the net gain itself. At fixed shape it acts like a reduction of $K$ by $2\times0.13/0.0761^2\approx45$ eV/nm². If all dimers buckled the same way, the term would change sign. These figures count nearest neighbours only, at frozen charge. Summing over the whole alternating row gives 0.11 eV, and letting the charge relax lowers the equivalent reduction of $K$ to 35–39 eV/nm². Hopping between neighbouring dimers is also left out of the model; on an alternating ring of four dimers, assumed values of 0.1 and 0.2 eV raise the net gain from 78 to about 93 and 130 meV per dimer.

**Temperature and nuclear motion.** At 300 K, $k_BT=25.9$ meV. For an isolated dimer, the way out of the buckled minimum is $77.5+6.6\approx84$ meV high, only about $3k_BT$, so thermal reversals are to be expected. Inside an alternating row the model makes them much harder: mirroring one dimer between fixed neighbours turns two attractions into repulsions, which at fixed shape and charges costs about $4\times0.13\approx0.5$ eV. This is neither a barrier nor the energy of a relaxed state: the neighbours add a bias of about 0.15 eV, and in that field the reversed shape is no longer a minimum at all. The figure should not be carried over to the real surface, whose dimers flip rapidly at room temperature. Where two alternating domains meet, however, a dimer can have neighbours buckled in opposite directions. Their influences cancel, and with those neighbours held fixed the barrier is again about 84 meV. The region inside the barriers holds 3.5% of the classical thermal weight. Harmonic zero-point energies are 12.4 meV (buckled) and 5.9 meV (flat), which trims the gain by 6.5 meV. The flat value nearly equals the 6.6 meV barrier, so the flat minimum is at best marginal as a quantum state. Tunnelling between the two buckled shapes is negligible, with a splitting of order $10^{-12}$ eV or less. Electronic excitation matters little: the flat dimer's singlet–triplet gap is 0.44 eV, or $17k_BT$.

**The real surface.** Si(001) dimers do buckle, with a height difference of roughly 0.07 nm and an alternating pattern along the rows at low temperature. The model's 0.076 nm is of that size, but this is no prediction, since the parameters were chosen. Apart from the intersite repulsion, which is already absorbed in $U$, the coupling between dimers is the largest of the corrections estimated here. For the alternating pattern it acts at the buckled shape like a reduction of the stiffness by some 10–13% of $K$, and so favours buckling. This estimate is itself rough, because an orbital occupation is not the net charge of an atom, and the back bonds may screen part of it. What the model shows, within its two-orbital picture, is a mechanism: repulsion suppresses buckling by removing ionic configurations and making charge costlier to move, and, for a harmonic lattice, once $U-V$ exceeds about $t$, a flat shape that survives every small distortion need not be the lowest. A stiffening lattice shifts that boundary: an added term $k_4x^4$ with $k_4=10^4$ eV/nm⁴, about a third of the harmonic cost at the buckled minimum, moves the sign change of the quartic term from $U/t=0.97$ to $1.13$. The numerical output lists the remaining values.

## Table of computed values

```
boundary U/t (quartic term zero) = 0.9717
thresholds from diagonalization, units lam^2/t:
 U/t= 0.0 local=2.0000 true=2.0000
 U/t= 0.5 local=1.5466 true=1.5466
 U/t= 1.5 local=0.8993 true=0.9360
 U/t= 2.5 local=0.5210 true=0.6603
 U/t= 5.0 local=0.1537 true=0.3742
 U/t=10.0 local=0.0275 true=0.1962
U/t=200: local*U^3/(32 lam^2 t^2) = 0.9996
U/t=200: true*U/(2 lam^2) = 0.9999
t = 0.4 eV, U = 1.0 eV, U/t = 2.50
lam = 15.0 eV/nm, K = 340.0 eV/nm^2
R = 1.8868 eV, e0 = 0.4434 eV, e1 = 1.4434 eV
ionic weight w = 0.2350 (U=0: 0.5)
excitation energy = 1.4434 eV (U=0: 0.8 eV)
threshold at U=0 = 1125.0 eV/nm^2
Ks (local) = 293.1 eV/nm^2
Kb (true) = 371.4 eV/nm^2
Ku (buckled minimum ends) = 392.6 eV/nm^2
K = 54.5 N/m, Kb = 59.5 N/m
stationary e: 0.5369 and 1.5060 eV
barrier at x = 0.0243 nm, height 6.62 meV
buckled minimum x = 0.0761 nm
buckled minus flat energy = -77.5 meV
electronic gain = 1.0626 eV
elastic cost = 0.9850 eV
bias lam*x at minimum = 1.1418 eV
charge difference n1-n2 at minimum = 1.725
charge difference at a tenth of that bias = 0.151
T = 300 K, kT = 25.9 meV
thermal share of flat region = 0.035
singlet-triplet gap, flat = 0.443 eV
Si mass input = 28.1 u
zero-point energy, flat = 5.9 meV
zero-point energy, buckled = 12.4 meV
tunnelling exponent = 23.5
tunnelling splitting, rough = 5e-13 eV
rough inputs: d=0.23 nm, row spacing=0.38 nm, eps=6.4
with weakened t: lowest energy at x = 0.0746 nm
with weakened t: energy minus flat = -39.4 meV
intersite repulsion V, rough = 0.98 eV
row coupling per dimer, rough = -127 meV
```
